# Energetic Disorder near a Gate Dielectric Filled with Random Dipoles

**Question.** The gate dielectric of a field-effect transistor contains polar groups whose orientations are random and frozen. How much do they spread the energies of carriers at a distance $z$ inside the semiconductor, how does this spread change with $z$, and what changes when image effects are restored?

**Answer.**

### The model

The interface is the plane $y=0$, with the semiconductor at $y>0$ and the dielectric at $y<0$. The dielectric holds point dipoles of magnitude $p$ and number density $n$. Their orientations are isotropic and mutually independent. At first the dielectric is infinitely thick, there is no gate electrode, and one relative permittivity $\varepsilon$ holds everywhere, so there are no images. This $\varepsilon$ describes the fast polarization of the medium and leaves out the frozen dipoles. The moment $p$ is the effective one that produces the far field in that medium.

A dipole at separation $r$ shifts the energy of a carrier of charge $\pm e$ by

$$u=\pm\frac{K\cos\theta}{r^2},\qquad K=\frac{e\,p}{4\pi\varepsilon_0\varepsilon},$$

where $\theta$ is the angle between the dipole and the line to the carrier.

### Adding up the dipoles

For isotropic orientations $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/3$. The mean shift therefore vanishes. Since the dipoles are independent, the average of a product of two different shifts is also zero, and the variances add:

$$\sigma^2=\sum_i\frac{K^2}{3r_i^4}\simeq\frac{nK^2}{3}\,I,\qquad I=\int_{\text{dielectric}}\frac{d^3r}{r^4}.$$

Replacing the sum by an integral requires $z$ to be no smaller than about the dipole spacing $a=n^{-1/3}$.

Cut the dielectric into sheets parallel to the interface. For a sheet at distance $h$ from the carrier, the substitution $w=\rho^2+h^2$, $dw=2\rho\,d\rho$, gives

$$\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+h^2)^2}=\pi\int_{h^2}^\infty\frac{dw}{w^2}=\frac{\pi}{h^2}.$$

The sheets run from $h=z$ to infinity, so

$$I=\int_z^\infty\frac{\pi}{h^2}\,dh=\frac{\pi}{z},
\qquad
\boxed{\sigma(z)=\frac{e\,p}{4\pi\varepsilon_0\varepsilon}\sqrt{\frac{\pi n}{3z}}\;\propto\;z^{-1/2}}$$

A single sheet would give $\sigma\propto1/z$. The decay is slower for a filled half-space because a deeper carrier feels a thicker slice of dielectric, of order $z$, with comparable strength.

### Size of the effect

Take round model parameters: $p=2$ D $=0.04164\,e\,$nm, $a=0.6$ nm, hence $n=4.630$ nm$^{-3}$, and $\varepsilon=3$. With $e^2/(4\pi\varepsilon_0)=1439.96$ meV nm,

$$K=\frac{1439.96\times0.04164}{3}\ \text{meV nm}^2=19.99\ \text{meV nm}^2,$$

$$\sigma(1\ \text{nm})=19.99\sqrt{\frac{\pi\times4.630}{3\times1}}\ \text{meV}=44.0\ \text{meV}=0.0440\ \text{eV}.$$

The semiconductor also has disorder of its own. If that is independent of the dipoles and has width $\sigma_0$, the variances add:

$$\sigma_{\text{tot}}=\sqrt{\sigma_0^2+\sigma^2(z)}.$$

For $\sigma_0=80$ meV:

| $z$ (nm) | $\sigma$ (meV) | $\sigma_{\text{tot}}$ (meV) |
|---|---|---|
| 1 | 44.0 | 91.3 |
| 2 | 31.1 | 85.8 |
| 4 | 22.0 | 83.0 |
| 8 | 15.6 | 81.5 |

The inverse square root belongs to the dipolar part alone. Where $\sigma\ll\sigma_0$, expanding the root gives $\sigma_{\text{tot}}-\sigma_0\simeq\sigma^2/(2\sigma_0)$, so the visible broadening falls as $1/z$. At 8 nm it is 1.5 meV.

### Neighbouring sites share the same dipoles

Hopping depends on energy differences, for which the width at one point is not enough. Let two carriers of the same charge sit at heights $z_1,z_2$ with lateral separation $\rho$. Isotropy gives $\langle p_ip_j\rangle=p^2\delta_{ij}/3$, so

$$\langle u_1u_2\rangle=\frac{nK^2}{3}I_{12},\qquad I_{12}=\int\nabla G_1\cdot\nabla G_2\,d^3r,$$

where $G_i$ is the inverse distance to carrier $i$. Inside the dielectric $\nabla^2G_2=0$, hence $\nabla G_1\cdot\nabla G_2=\nabla\cdot(G_1\nabla G_2)$. The divergence theorem leaves the interface, whose outward normal is $+y$. The distant surface drops out, because its area grows as $R^2$ while $G_1\nabla G_2$ falls as $R^{-3}$. With $s_i$ the lateral distance from carrier $i$,

$$I_{12}=\int d^2x\,\frac{1}{\sqrt{s_1^2+z_1^2}}\;\frac{z_2}{(s_2^2+z_2^2)^{3/2}}.$$

The second factor is $2\pi$ times the Poisson kernel. It is a derivative of an inverse distance and so is harmonic, its integral over the plane is $2\pi$, and it shrinks to a point as $z_2\to0$. Integrating boundary values against it therefore gives $2\pi$ times their decaying harmonic continuation, taken a distance $z_2$ from the plane. Here the boundary values are those of $G_1$, and their continuation into the dielectric is $G_1$ itself, evaluated at the mirror point of carrier 2:

$$I_{12}=\frac{2\pi}{\sqrt{\rho^2+(z_1+z_2)^2}}.$$

For $\rho=0$ and $z_1=z_2=z$ this returns $\pi/z$. At equal depth, the correlation coefficient and the rms energy difference are

$$c=\frac{1}{\sqrt{1+(\rho/2z)^2}},\qquad \Delta=\sqrt{\langle(u_1-u_2)^2\rangle}=\sigma\sqrt{2(1-c)}.$$

The correlation falls to one half at $\rho=2\sqrt3\,z\simeq3.5z$ and then decays slowly, as $2z/\rho$ for $\rho\gg z$. For sites 1 nm apart at $z=1$ nm, $c=0.894$ and $\Delta=20.2$ meV, whereas uncorrelated energies of the same width would give $\sqrt2\,\sigma\simeq62$ meV. At $z=4$ nm, $\Delta$ is 2.7 meV. These are continuum values; for dipoles on the cubic lattice described below, $\Delta$ at 1 nm is about 6% smaller. For $\rho\ll z$, $1-c\simeq\rho^2/(8z^2)$, so $\Delta\simeq\sigma\rho/(2z)\propto z^{-3/2}$. This is for sites at equal depth. For sites stacked along the normal, $\rho=0$ in $I_{12}$ gives $\Delta^2=(\pi nK^2/3)\,(z_1-z_2)^2/[z_1z_2(z_1+z_2)]$, which has the same $z^{-3/2}$ law with a prefactor larger by $\sqrt2$. In both directions the roughness between neighbours dies out faster than the width.

### Finite thickness and the gate image

For a layer of thickness $d$ without a gate image, the sheets end at $h=z+d$:

$$I=\pi\left(\frac1z-\frac1{z+d}\right).$$

Now put a grounded metal gate at $y=-d$, keeping $\varepsilon$ uniform. Carrier $i$ acquires an opposite image at distance $D_i=z_i+2d$ below the interface. By reciprocity, the dipole–carrier energy still follows from the gradient of $G_i$, which now includes this image. On the interface,

$$G_1=\frac1{\sqrt{s_1^2+z_1^2}}-\frac1{\sqrt{s_1^2+D_1^2}},\qquad
\partial_yG_2=\frac{z_2}{(s_2^2+z_2^2)^{3/2}}+\frac{D_2}{(s_2^2+D_2^2)^{3/2}}.$$

The second sign is positive because the image has negative charge and lies on the other side of the plane. The gate surface contributes nothing, since $G_1=0$ there. Each of the four products is an integral of the type already done, and depends on the sum of its two heights. The mixed terms have opposite signs and equal sums, $D_1+z_2=z_1+D_2$, so they cancel. What remains is

$$I_{12}=2\pi\left[\frac1{\sqrt{\rho^2+(z_1+z_2)^2}}-\frac1{\sqrt{\rho^2+(z_1+z_2+4d)^2}}\right],$$

and at a single point

$$I=\pi\left(\frac1z-\frac1{z+2d}\right).$$

For the width at one point, the gate acts as if the layer were twice as thick. With $d=20$ nm, the width at $z=1$ nm is 42.9 meV without the gate image and 43.5 meV with it, against 44.0 meV for the half-space. At 8 nm the three values are 13.1, 14.2 and 15.6 meV. The square-root law thus needs $z\ll d$. In the opposite limit $z\gg d$, $I$ tends to $\pi d/z^2$ without the gate and $2\pi d/z^2$ with it. Then $\sigma\propto1/z$, as for a single sheet.

### Unequal permittivities

Let the dielectric have $\varepsilon_d$ and the semiconductor $\varepsilon_s$, both filling half-spaces, with no gate. For a charge in the dielectric, write the potential, apart from the factor $q/(4\pi\varepsilon_0)$, as $(1/r+\beta/r')/\varepsilon_d$ in the dielectric and $\gamma/r$ in the semiconductor. Here $r'$ is the distance from the mirror point. On the interface $r=r'$, while the normal derivatives of $1/r$ and $1/r'$ are opposite. Continuity of the potential and of the normal displacement then requires

$$1+\beta=\varepsilon_d\gamma,\qquad 1-\beta=\varepsilon_s\gamma
\quad\Rightarrow\quad \gamma=\frac{2}{\varepsilon_d+\varepsilon_s}.$$

A dipole is a pair of such charges, so the carrier sees the earlier potential with $\varepsilon$ replaced by $(\varepsilon_d+\varepsilon_s)/2$. The exponent stays and the prefactor changes. With $p$ held fixed, $\varepsilon_d=3$ and $\varepsilon_s=4$ give $44.0\times3/3.5=37.7$ meV at 1 nm. A gate and a permittivity step together need a separate calculation.

### Close to the interface

Suppose the dipoles form a cubic lattice whose first layer lies $a/2$ behind the interface. Treating each layer as a continuous sheet, the layer sum is the midpoint rule for $\int f\,dh$ with $f=1/h^2$. Its leading error is $-(a^2/24)\int_z^\infty f''\,dh=(a^2/24)f'(z)=-a^2/(12z^3)$, so

$$I\simeq\frac{\pi}{z}\left(1-\frac{a^2}{12z^2}\right).$$

At 1 nm this lowers the variance by 3% and the width by 1.5%. The full lattice sum gives 43.4 meV instead of 44.0 meV. Over depths from $2a$ to $8a$ the lattice sums give an exponent of $-0.493$. The small departure from $-1/2$ has the sign expected from this correction, which lowers the width most at the smallest depth.

The shape of the distribution is nearly Gaussian here: the excess kurtosis from the lattice sum at 1 nm is $-0.004$.

The prefactor was also tested by random sampling, with each dipole built from two opposite point charges. For 8000 orientations of 2738 dipoles in a dome of radius 7.2 nm around a carrier at $z=1.2$ nm, the sampled width was 33.0 meV. The continuum integral over the same dome gives 33.5 meV. The 1.4% difference agrees, within the sampling error of 0.8%, with the lattice correction for this dome, which is also about 1.4%.

### Relation to real devices

The model bears on organic transistors with polar polymer dielectrics, where the gate field draws carriers towards the interface. The example, with 2 D and about five dipoles per cubic nanometre, is not an upper limit. Since $\sigma\propto p\sqrt n$, larger or more densely packed frozen moments, such as those of nitrile groups, would give larger widths in this model. The value $\varepsilon=3$ is somewhat high for the fast response of many polymers. A uniform 2.5, at fixed $p$, would raise 44 meV to 53 meV. The assumption most open to doubt is independence, since polar groups on one chain constrain each other. If they pointed the same way in groups of $m$, each group small compared with $z$, then $p\to mp$ and $n\to n/m$. The width would grow by $\sqrt m$, to about 62 meV for pairs in this limit. At $z=1$ nm a pair 0.6 nm long is not quite small, and on the cubic lattice the width is 60 to 61 meV. Antiparallel pairing would reduce it. Dipoles that reorient during the carrier's stay are not static disorder and must be left out of $n$. The model also treats one carrier at a time. At high gate voltage the other accumulated carriers can screen the dipolar potential, mainly its slow lateral variations, so the widths and their dependence on $z$ given here apply best at low carrier density. Most of the variance comes from lateral wavevectors $q\lesssim1/(2z)$. The two-dimensional Debye wavevector $e^2n_s/(2\varepsilon_0\varepsilon k_BT)$, for sheet density $n_s$, is already about 1.2 nm$^{-1}$ at $n_s=10^{12}$ cm$^{-2}$, $\varepsilon=3$ and room temperature. Linear screening overstates the effect at wavelengths shorter than the carrier spacing, but densities of $10^{12}$ to $10^{13}$ cm$^{-2}$ are not low in this sense. A stronger gate field crowds the carriers against the interface but also raises their density, so for a strongly accumulated channel these widths are bare values, before screening. The model suggests that a less polar dielectric, or a nonpolar spacer between the polar layer and the channel, reduces this part of the disorder. The gain in total width is small once $\sigma$ is well below $\sigma_0$.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
dipole moment p = 2.0 D = 0.04164 e nm
dipole spacing a = 0.60 nm
dipole density n = 4.630 nm^-3
relative permittivity eps = 3.0
e^2/(4 pi eps0) = 1439.96 meV nm
e p/(4 pi eps0 eps) = 19.986 meV nm^2
intrinsic width sigma0 = 80.0 meV
z = 1 nm: dipolar width = 44.01 meV, total width = 91.30 meV
z = 2 nm: dipolar width = 31.12 meV, total width = 85.84 meV
z = 4 nm: dipolar width = 22.00 meV, total width = 82.97 meV
z = 8 nm: dipolar width = 15.56 meV, total width = 81.50 meV
dipolar width at 1 nm = 0.0440 eV
lateral site distance = 1.0 nm
z = 1 nm: correlation = 0.8944, rms dipolar energy difference = 20.22 meV
z = 4 nm: correlation = 0.9923, rms dipolar energy difference = 2.73 meV
layer thickness d = 20 nm
z = 1 nm: width without gate image = 42.95 meV, with gate image = 43.47 meV
z = 8 nm: width without gate image = 13.15 meV, with gate image = 14.20 meV
semiconductor permittivity = 4.0, mean permittivity = 3.50
width at 1 nm with mean permittivity = 37.72 meV
lattice-sum width at 1 nm = 43.41 meV
lattice excess kurtosis at 1 nm = -0.0041
lattice exponent of width, depths 2a to 8a = -0.4934
single-sheet exponent of width = -1.0001
quadrature I*z for half-space = 3.141593
largest relative error of overlap formulas = 8.9e-16
random samples = 8000, dipoles per sample = 2738
sample depth = 1.20 nm, dome radius = 7.20 nm
sampled width = 33.02 meV, continuum width for same dome = 33.48 meV
sampled total width = 86.36 meV, quadrature sum = 86.72 meV
```
